# When do majority carriers drag minority carriers backwards?

## Question

I am trying to describe electrons and holes moving through the same thin layer in a weak, steady electric field. Each species loses momentum to the lattice and impurities, and the two also rub against each other. I can write a friction term proportional to the difference of their drift velocities, but I am stuck on what follows.

Can the majority species drag the minority species against its own electric force? If so, which mobility sets the threshold? A negative mobility looks like a source of free energy, so I also don't see what protects the total conductivity from becoming negative.

Finally, I would like to try numbers for an InSb quantum well at 77 K, with many electrons and few holes. Where does the friction coefficient come from, and does it matter where the donors sit?

## Answer

### The two force balances

Let $n$ and $p$ be the electron and hole sheet densities, $e>0$ the elementary charge, and $E>0$ the field. Velocities are positive along the field. The mobilities $\mu_e,\mu_h>0$ describe every momentum loss except electron-hole collisions, which must not be counted twice.

Let the friction force on one electron be $-e\kappa p(v_e-v_h)$. There are $n$ electrons per area, so the force per area is $-e\kappa np(v_e-v_h)$. Newton's third law gives the holes the opposite force, or $-e\kappa n(v_h-v_e)$ per hole. In a uniform steady state, dividing each force balance by $e$ gives

$$
\frac{v_e}{\mu_e}+\kappa p(v_e-v_h)=-E,\qquad
\frac{v_h}{\mu_h}+\kappa n(v_h-v_e)=E .
$$

Collecting the velocities,

$$
\left(\frac1{\mu_e}+\kappa p\right)v_e-\kappa p\,v_h=-E,\qquad
-\kappa n\,v_e+\left(\frac1{\mu_h}+\kappa n\right)v_h=E .
$$

The determinant is

$$
\Delta=\left(\frac1{\mu_e}+\kappa p\right)\left(\frac1{\mu_h}+\kappa n\right)-\kappa^2np
=\frac{D}{\mu_e\mu_h},\qquad D=1+\kappa(n\mu_h+p\mu_e).
$$

The terms in $\kappa^2$ cancel, and $D$ is positive. Cramer's rule then gives

$$
v_e=\frac{-E(1/\mu_h+\kappa n)+\kappa pE}{\Delta},\qquad
v_h=\frac{E(1/\mu_e+\kappa p)-\kappa nE}{\Delta}.
$$

Define effective mobilities by $v_e=-\mu_e^{\rm eff}E$ and $v_h=\mu_h^{\rm eff}E$, so that both are positive for motion in the usual direction. Inserting $\Delta$,

$$
\mu_e^{\rm eff}=\mu_e\frac{1+\kappa\mu_h(n-p)}D,\qquad
\mu_h^{\rm eff}=\mu_h\frac{1-\kappa\mu_e(n-p)}D .
$$

### The threshold

Since $D>0$, the numerators decide the signs. Holes run backwards when

$$
\kappa\mu_e(n-p)>1,
$$

and electrons when $\kappa\mu_h(p-n)>1$. The first needs $n>p$ and the second $p>n$, so the two species cannot both be reversed. It is the majority's mobility that matters.

To see why, hold a hole at the threshold, $v_h=0$. Its friction with the lattice vanishes, so $\mu_h$ drops out. The electrons then move at $v_e=-E/(1/\mu_e+\kappa p)$ and push the hole backwards with force $e\kappa n|v_e|$. This exceeds the forward force $eE$ if $\kappa n>1/\mu_e+\kappa p$, which is the condition above. The minority density enters because the holes slow the electrons that drag them.

Two limits are useful. For $n=p$, both numerators equal one: friction reduces both mobilities but reverses neither. For $\kappa\to\infty$, the velocities become equal. Multiply the electron balance by $n$ and the hole balance by $p$, then add; mutual friction cancels:

$$
\frac{n v_e}{\mu_e}+\frac{p v_h}{\mu_h}=(p-n)E .
$$

With $v_e=v_h=v$, this gives

$$
v=\frac{(p-n)E}{n/\mu_e+p/\mu_h}.
$$

The locked pair follows the electric force on the majority.

The steady state is also stable. With masses $m_e,m_h$, deviations from it obey $\dot{\mathbf x}=-M\mathbf x$, where the rows of $M$ are those of the matrix above multiplied by $e/m_e$ and $e/m_h$. Its trace and determinant are positive, so both modes decay. If the field is switched on with both species at rest, a hole first accelerates forwards, because there is no friction yet. It turns back later if the threshold is exceeded.

### Why the total conductivity stays positive

The current per width is $j=e(pv_h-nv_e)$, hence $\sigma=e(n\mu_e^{\rm eff}+p\mu_h^{\rm eff})$. The friction terms in the two numerators combine as

$$
\kappa\mu_e\mu_h(n-p)\,n-\kappa\mu_e\mu_h(n-p)\,p
=\kappa\mu_e\mu_h(n-p)^2,
$$

so

$$
\sigma=e\,\frac{n\mu_e+p\mu_h+\kappa\mu_e\mu_h(n-p)^2}{D}>0 .
$$

The energy balance gives the physical reason. Multiply the original electron equation by $nv_e$ and the hole equation by $pv_h$, and add:

$$
\frac{jE}{e}=\frac{nv_e^2}{\mu_e}+\frac{pv_h^2}{\mu_h}
+\kappa np(v_e-v_h)^2 .
$$

Every term on the right is nonnegative. Backward holes do return work to the field, but the electrons supply that energy through friction, and the field does more work on the electrons than it gets back.

Friction nevertheless lowers the conductivity. Subtracting the result from $\sigma_0=e(n\mu_e+p\mu_h)$ leaves $e\kappa/D$ times the bracket

$$
(n\mu_e+p\mu_h)(n\mu_h+p\mu_e)-\mu_e\mu_h(n-p)^2
=np(\mu_e+\mu_h)^2 .
$$

The $n^2$ and $p^2$ terms cancel, while the cross terms add up to the square. Thus

$$
\sigma=\sigma_0-\frac{e\kappa np(\mu_e+\mu_h)^2}{D}.
$$

As a test of the signs, the two force balances were solved directly for 3000 random systems, with $n,p,\mu_e,\mu_h,\kappa$ each between 0.1 and 10 in reduced units. The reversal criteria, the positive current and the energy balance held in all of them.

### Where the friction coefficient comes from

Assume that collisions within each species keep its momentum distribution a rigidly shifted thermal one. In an electron-hole collision, the electron gains momentum $\hbar\mathbf q$ and energy $\hbar\omega$, and the hole loses both. For electrons at rest on average, define

$$
S_e(\mathbf q,\omega)=2\int\frac{d^2k}{(2\pi)^2}
f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\,
2\pi\delta\!\left(\omega-\frac{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}\hbar\right).
$$

The factor 2 counts spin, and $f$ is the Fermi function. Define $S_h$ likewise for holes. If $U(q)$ is the interaction, the golden rule gives the collision rate per area and per $d^2q/(2\pi)^2$:

$$
W(\mathbf q)=\frac{|U|^2}{\hbar^2}\int\frac{d\omega}{2\pi}
S_e(\mathbf q,\omega-\mathbf q\cdot\mathbf u)S_h(-\mathbf q,-\omega),
$$

where $\mathbf u=\mathbf v_e-\mathbf v_h$. The shift appears because a drifting electron gains the additional energy $\hbar\mathbf q\cdot\mathbf u$ in the hole frame.

Exchanging initial and final states gives detailed balance, $S(-\mathbf q,-\omega)=e^{-\hbar\omega/kT}S(\mathbf q,\omega)$, for each species. Replace $\mathbf q$ by $-\mathbf q$ and $\omega$ by $-\omega$ in $W$. The electron factor acquires $e^{-\hbar(\omega-\mathbf q\cdot\mathbf u)/kT}$ and the hole factor $e^{\hbar\omega/kT}$. Their product leaves

$$
W(-\mathbf q)=e^{\hbar\mathbf q\cdot\mathbf u/kT}W(\mathbf q).
$$

For small $\mathbf u$, therefore, $W(\mathbf q)-W(-\mathbf q)=-(\hbar\mathbf q\cdot\mathbf u/kT)W_0(q)$, with $W_0$ the rate at zero drift. Pairing opposite momentum transfers, the force per area on the electrons is

$$
\frac12\int\frac{d^2q}{(2\pi)^2}\hbar\mathbf q\,[W(\mathbf q)-W(-\mathbf q)]
=-\frac{\hbar^2\mathbf u}{4kT}\int\frac{d^2q}{(2\pi)^2}q^2W_0 .
$$

The angular average of $\mathbf q(\mathbf q\cdot\mathbf u)$ supplied $q^2\mathbf u/2$. Comparing with $-e\kappa np\,\mathbf u$,

$$
e\kappa np=\frac1{4kT}\int\frac{d^2q}{(2\pi)^2}q^2|U|^2
\int\frac{d\omega}{2\pi}S_e(q,\omega)S_h(q,-\omega).
$$

The dilute holes are Maxwellian. A hole of velocity $\mathbf v$ has $\omega=\mathbf q\cdot\mathbf v+\hbar q^2/2m_h$, so $S_h$ is $2\pi p$ times a normalized Gaussian in $\omega$, with mean $\hbar q^2/2m_h$ and variance $q^2kT/m_h$.

For a well of width $d$ and relative permittivity $\epsilon$, both charge profiles are taken as $\rho(z)=(2/d)\sin^2(\pi z/d)$. The bare interaction has magnitude $AF/q$, with $A=e^2/2\epsilon\epsilon_0$ and

$$
F(q)=\int_0^d\!\!\int_0^d dz\,dz'\,\rho(z)\rho(z')e^{-q|z-z'|}.
$$

Static electron screening divides it by $1+q_sF/q$, hence

$$
|U|=\frac{AF}{q+q_sF},\qquad
q_s=A\frac{\partial n}{\partial\mu}
=A\frac{m_e}{\pi\hbar^2}\left(1-e^{-E_F/kT}\right).
$$

Here $\mu$ is the chemical potential and $E_F=\pi\hbar^2n/m_e$. The derivative follows from $n=(m_ekT/\pi\hbar^2)\ln(1+e^{\mu/kT})$. This long-wavelength screening is used at every $q$, which is an approximation.

### Numbers for the InSb well

Take $d=20$ nm, $\epsilon=16.8$, $n=3\times10^{11}$ cm$^{-2}$ and $p=10^{10}$ cm$^{-2}$. The masses are $m_e=0.020$ and $m_h=0.10$ free-electron masses, and the mobilities are $\mu_e=150000$ and $\mu_h=5000$ cm²/Vs. The integral gives $\kappa=4.15\times10^{-17}$ V s. Refining the quadrature changes it by about $10^{-10}$ percent, which measures numerical convergence, not physical accuracy. A separate evaluation of the force at a drift of $0.04\,kT/\hbar k_0$, with $k_0=\sqrt{2m_ekT}/\hbar$ and without detailed balance, gives the same three digits.

The drag ratio is

$$
\kappa\mu_e(n-p)=(4.154\times10^{-17})(1.5\times10^5)(2.9\times10^{11})=1.81 .
$$

It exceeds one, so the model's holes run backwards. The two terms in $D$ happen to be equal:

$$
D=1+4.154\times10^{-17}(1.5+1.5)\times10^{15}=1.125 .
$$

Therefore

$$
\mu_h^{\rm eff}=5000\,\frac{1-1.807}{1.125}\approx-3590\ \text{cm}^2/\text{Vs},
$$

$$
\mu_e^{\rm eff}=150000\,\frac{1+0.060}{1.125}\approx141000\ \text{cm}^2/\text{Vs}.
$$

At fixed densities and $\kappa$, reversal requires $\mu_e>83000$ cm²/Vs. Exchanging the densities while holding $\kappa$ fixed would give minority electrons a drag ratio of just $1.81/30=0.06$, because the hole mobility is 30 times smaller. In reality $\kappa$ would change too.

The electron and hole contributions to the sheet conductivity are 6.797 and $-0.006$ mS, for a total of 6.791 mS. Without mutual friction it would be 7.218 mS. Most of the loss comes from slower electrons, not from the negative hole current. At 1 V/cm the dissipated power is 6.79 mW/cm², of which 6.41 is electron loss to the surroundings, 0.38 mutual friction and 0.004 hole loss to the surroundings.

Adding holes at fixed $n$, bare mobilities and $\kappa$ weakens the reversal. At $p=10^{11}$ cm$^{-2}$ the hole mobility is $-730$ cm²/Vs; at $2\times10^{11}$ it is $+816$. The crossing is at $p=n-1/(\kappa\mu_e)=1.4\times10^{11}$ cm$^{-2}$. This is an extrapolation, since hole screening and degeneracy grow with $p$ and are absent from the fixed $\kappa$.

### Why the donors should be outside the well

Suppose instead that the donors are in the well, singly ionized, uncompensated, and spread like the hole charge. Neutrality requires their density to be $n-p$. They are immobile charges, so they add at least $\kappa_{\rm ion}(n-p)$ to $1/\mu_e$, where $\kappa_{\rm ion}$ is the same friction integral with $m_h\to\infty$. That integral smears each donor over the profile $\rho(z)$. A real donor sits at one depth, and the mean of a squared matrix element is at least the square of its mean, so randomly placed donors scatter no less than this. Other scattering can only increase $1/\mu_e$. Hence

$$
\mu_e\le\frac1{\kappa_{\rm ion}(n-p)}
\quad\Longrightarrow\quad
\kappa\mu_e(n-p)\le\frac{\kappa}{\kappa_{\rm ion}} .
$$

For this well $\kappa_{\rm ion}=6.89\times10^{-17}$ V s, so the bound is 0.60 and reversal is impossible within the model. The rigidly shifted distribution somewhat overstates the ion resistance; an energy-dependent relaxation time raises the bound to 0.70, still below one. Averaging the elastic momentum-relaxation rate over the same shifted electron distribution gives the same $\kappa_{\rm ion}$. Donors placed outside the well can supply the electrons while scattering them less, which allows the ratio to exceed one.

### How far to trust the sign in a real well

The inputs are rough values for a remotely doped InSb well, not data for one sample. The reversal criterion follows exactly from the linear two-fluid equations, but $\kappa$ is a model estimate. The following changes were made one at a time, except where stated, with $\mu_e$ and the densities fixed:

| Change | Drag ratio |
|---|---:|
| Band-edge electron mass, 0.014 | 1.01 |
| Nonparabolic mass, 0.0245 | 2.46 |
| Same mass, with reduced state overlap | 1.90 |
| Hole mass 0.05 | 1.30 |
| Hole mass 0.20 | 2.26 |
| Static hole screening added | 1.67 |
| All screening removed | 4.08 |

The nonparabolic mass is $0.014(1+2\mathcal E/E_g)$, with gap $E_g=0.23$ eV. The energy $\mathcal E$ solves $\mathcal E(1+\mathcal E/E_g)=\hbar^2[k_F^2+(\pi/d)^2]/2m$, where $m$ is the band-edge mass and $k_F=\sqrt{2\pi n}$. The overlap estimate multiplies $|U|^2$ by $[1-w(1-\cos\theta)]^2$, where $\theta$ is the in-plane scattering angle and $w=\mathcal E/(E_g+2\mathcal E)=0.21$ is the valence-band weight. It omits spin-flip scattering. It also applies the in-plane angle to the whole valence weight, including the part due to confinement, and so overstates the reduction; keeping only the in-plane part gives about 2.2.

All the ratios in the table exceed one, but the first has almost no margin. The hole mass is a further weak point: in such a well the in-plane mass is only about 0.025 at the subband edge and rises quickly with energy, so 0.10 stands for a thermal average that depends strongly on strain. A four-band estimate for this well at 77 K gives about 0.3 without strain, 0.09 to 0.15 when strain adds 20 meV to the heavy-light hole splitting, 0.05 to 0.07 at 40 meV and 0.03 to 0.04 at 80 meV. The value 0.10 therefore describes a weakly strained well. A hole mass of 0.03 would by itself lower the ratio to 0.96, and an electron mass of 0.014 combined with a hole mass of 0.05 would give 0.74. Either would restore forward motion. The estimate makes reversal plausible for such a well; it does not establish it for a particular device. Dynamic screening is also missing, but its effect is small here: a random-phase estimate with both species screening gives 1.75 instead of 1.81. With an assumed hole mass of 0.25 free-electron masses across the well, the second hole subband would hold about 18% as many holes as the first if both had the same in-plane mass. Band mixing and strain can raise this to between a quarter and two fifths, so a one-subband description is only approximate. An unscreened, strictly two-dimensional exciton would be bound by 3.2 meV, about half of $kT=6.6$ meV, so electron-hole correlations are not obviously negligible either.

The rigid shift assumed for each distribution is not enforced by collisions at these densities. The same friction integral gives a hole-hole rate of roughly 0.2 ps$^{-1}$, against 3.5 ps$^{-1}$ for hole momentum loss to the lattice, and an electron-electron rate of roughly 0.1 ps$^{-1}$, against 0.6 ps$^{-1}$. The drag must then be averaged with the energy-dependent relaxation times. For the holes this matters little, because the drag varies slowly with hole energy: relaxation times $\propto E^s$ with $s$ from $-0.5$ to $1.5$ give ratios from 1.74 to 1.98. The corresponding correction for the electrons is not estimated here.

Other assumptions are safer here. The hole Fermi energy is $0.04\,kT$, which supports Maxwell statistics. The Born parameter $e^2/(4\pi\epsilon\epsilon_0\hbar v_F)$, with $v_F=\hbar k_F/m_e$, is 0.16. At 1 V/cm the nonlinearity measure $2\hbar k_F|v_e-v_h|/kT$ is 0.04, and an assumed energy relaxation time of 10 ps gives electron heating of about 0.001 meV. In an experiment, density gradients and recombination would have to be separated from drift, because the equations above describe a uniform layer with fixed densities. The numerical output below lists the remaining intermediate values.

## Computed results

```
Temperature 77 K, kT = 6.64 meV
Well width 20 nm, relative permittivity 16.8
Densities n = 3.0e+11, p = 1.0e+10 cm^-2
Bare mobilities mu_e = 150000, mu_h = 5000 cm2/Vs
Masses m_e = 0.020, m_h = 0.10 free masses
Electron Fermi energy = 35.9 meV
Fermi wavevector = 0.1373 nm^-1
Screening wavevector = 0.0448 nm^-1
Friction kappa = 4.154e-17 V s
Quadrature refinement shift = 1.1e-10 percent
kappa from finite-drift force = 4.154e-17 V s
kappa for immobile charges = 6.886e-17 V s
Elastic transport integral = 6.886e-17 V s
kappa/kappa_ion = 0.603
Drag ratio kappa*mu_e*(n-p) = 1.807
Denominator D = 1.1246
Threshold electron mobility = 83013 cm2/Vs
Effective electron mobility = 141412 cm2/Vs
Effective hole mobility = -3588 cm2/Vs
At 1 V/cm: v_e = -141412, v_h = -3588 cm/s
Strong-friction common velocity = -72500 cm/s
Sheet conductivity, electrons = 6.7970 mS
Sheet conductivity, holes = -0.0057 mS
Sheet conductivity, total = 6.7913 mS
Total without friction = 7.2178 mS
Heat from electron-bath friction = 6.4079 mW/cm2
Heat from hole-bath friction = 0.0041 mW/cm2
Heat from mutual friction = 0.3793 mW/cm2
Hole density ending reversal = 1.395e+11 cm^-2
p = 1e+09 cm^-2: mu_h_eff = -4038 cm2/Vs, sigma = 7.166 mS
p = 5e+10 cm^-2: mu_h_eff = -2030 cm2/Vs, sigma = 5.504 mS
p = 1e+11 cm^-2: mu_h_eff = -730 cm2/Vs, sigma = 4.444 mS
p = 2e+11 cm^-2: mu_h_eff = 816 cm2/Vs, sigma = 3.214 mS
Kane mass at Fermi level = 0.0245 free masses
Valence weight of Fermi-level state = 0.214
Drag ratio, band-edge mass 0.014 = 1.014
Drag ratio, Kane mass = 2.463
Drag ratio, Kane mass and overlap = 1.900
Drag ratio, hole mass 0.05 = 1.300
Drag ratio, hole mass 0.20 = 2.255
Drag ratio, no screening = 4.075
Drag ratio, hole screening added = 1.669
Second electron subband above Fermi level by 73 meV
Second/first hole subband population = 0.183
Hole Fermi energy/kT = 0.036
Born parameter e^2/(4 pi eps hbar v_F) = 0.164
Unscreened 2D exciton binding = 3.21 meV
Nonlinearity 2 hbar k_F |v_e-v_h|/kT = 0.0375
Electron heating in 10 ps = 1.4e-03 meV
Electron momentum relaxation time = 1.71 ps
```
